# Miniband Dispersion of a Superlattice with Different Well and Barrier Masses: a numerical check

```python
"""
Miniband dispersion of a superlattice with layer-dependent mass.

Result under test, for zero in-plane wavevector:
    cos(q d) = F(E)
    F = cos(k a) cosh(kappa b) + (xi - 1/xi)/2 * sin(k a) sinh(kappa b)
    k = sqrt(2 m_w E)/hbar,  kappa = sqrt(2 m_b (V0 - E))/hbar
    xi = kappa m_w / (k m_b)
a, b: well and barrier widths; d = a + b: period; q: Bloch wavevector;
m_w, m_b: well and barrier masses; V0: barrier height; E: energy from
the well band edge. Internal units: eV, nm, free-electron mass.
The independent road is a spectral-element diagonalization of the energy
form  integral (hbar^2/2m)|psi'|^2 + V|psi|^2  with Bloch periodicity.
It imposes continuity of psi only, never a rule for the derivative.
"""
from collections import namedtuple
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants as sc
from scipy.linalg import eigh, expm
from scipy.optimize import brentq

C = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18      # hbar^2/(2 m0), eV nm^2
Cell = namedtuple("Cell", "a b mw mb V0")


# ---------- derived formula ----------
def wave_numbers(E, c):
    return np.sqrt(c.mw * E / C), np.sqrt(c.mb * (c.V0 - E) / C + 0j)


def F_terms(E, c, gaps=None, match_slope=False):
    """Two terms of F; gaps switches on energy-dependent masses."""
    if gaps is not None:
        c = c._replace(mw=c.mw * (1 + E / gaps[0]),
                       mb=c.mb * (1 + (E - c.V0) / gaps[1]))
    k, kappa = wave_numbers(E, c)
    xi = kappa / k * (1.0 if match_slope else c.mw / c.mb)
    first = np.cos(k * c.a) * np.cosh(kappa * c.b)
    second = 0.5 * (xi - 1 / xi) * np.sin(k * c.a) * np.sinh(kappa * c.b)
    return np.real(first), np.real(second)


def F(E, c, **options):
    return sum(F_terms(E, c, **options))


def energies(phase, c, top=1.0, **options):
    """All roots of F(E) = cos(phase) below top."""
    def mismatch(E):
        return F(E, c, **options) - np.cos(phase)
    grid = np.linspace(1e-5, top, 4001)
    values = mismatch(grid)
    places = np.nonzero(values[:-1] * values[1:] < 0)[0]
    return np.array([brentq(mismatch, grid[i], grid[i + 1], xtol=1e-14)
                     for i in places])


def edges(c, **options):
    """Bottom and top of miniband 1, bottom and top of miniband 2."""
    centre = energies(0.0, c, **options)
    border = energies(np.pi, c, **options)
    return np.array([centre[0], border[0], border[1], centre[1]])


def width(c, **options):
    e = edges(c, **options)
    return e[1] - e[0]


def isolated_level(c):
    def condition(E):
        k, kappa = wave_numbers(E, c)
        return (kappa.real / c.mb * np.cos(k * c.a / 2)
                - k / c.mw * np.sin(k * c.a / 2))
    return brentq(condition, 1e-9, min(c.V0, C * np.pi**2 / (c.mw * c.a**2)),
                  xtol=1e-14)


def thick_barrier_width(c):
    k, kappa = wave_numbers(isolated_level(c), c)
    kappa = kappa.real
    slope = (c.mw * c.a / (k * np.sin(k * c.a)) + c.mw / k**2
             + c.mb / kappa**2) / (2 * C)
    return 4 * np.exp(-kappa * c.b) / slope


# ---------- independent road: spectral elements, one per layer ----------
NB = 20                                          # interior functions per layer
x, weight = leggauss(40)
P = legvander(x, NB + 1)
j = np.arange(1, NB + 1)
shape = np.vstack([(1 - x) / 2, (1 + x) / 2,
                   ((P[:, j + 1] - P[:, j - 1]) / np.sqrt(2 * (2*j + 1))).T])
slope = np.vstack([-0.5 * np.ones_like(x), 0.5 * np.ones_like(x),
                   (P[:, j] * np.sqrt((2*j + 1) / 2)).T])
STIFF = (slope * weight) @ slope.T
OVERLAP = (shape * weight) @ shape.T


def diagonalize(phase, c, k_par=0.0):
    """Energies, eigenvectors and the maps to each layer's coefficients."""
    size = 2 + 2 * NB
    to_well = np.zeros((NB + 2, size), complex)
    to_barrier = np.zeros((NB + 2, size), complex)
    to_well[0, 0] = to_well[1, 1] = 1
    to_barrier[0, 1], to_barrier[1, 0] = 1, np.exp(1j * phase)
    to_well[2:, 2:2 + NB] = np.eye(NB)
    to_barrier[2:, 2 + NB:] = np.eye(NB)
    H = np.zeros((size, size), complex)
    S = np.zeros((size, size), complex)
    for T, L, m, V in ((to_well, c.a, c.mw, 0.0),
                       (to_barrier, c.b, c.mb, c.V0)):
        V = V + C * k_par**2 / m
        local = C / m * 2 / L * STIFF + V * L / 2 * OVERLAP
        H += T.conj().T @ local @ T
        S += T.conj().T @ (L / 2 * OVERLAP) @ T
    values, vectors = eigh(H, S)
    return values, vectors, to_well, to_barrier


cell = Cell(a=6.0, b=3.0, mw=0.067, mb=0.092, V0=0.23)
reverse = Cell(a=4.0, b=2.0, mw=0.20, mb=0.05, V0=0.40)
d = cell.a + cell.b

# Full spectrum below 1 eV: same number of levels and same energies.
worst = 0.0
for c in (cell, reverse):
    for phase in (0.3, 1.1, 2.0, 2.9):
        reference = diagonalize(phase, c)[0]
        reference = reference[reference < 1.0]
        derived = energies(phase, c)
        assert len(reference) == len(derived) >= 3
        worst = max(worst, np.max(np.abs(reference - derived)))
assert worst < 1e-8

# Period matrix from the first-order system for (psi, psi'/m).
for c in (cell, reverse):
    for E in (0.02, 0.06, 0.15, 0.31, 0.62):
        well = expm(c.a * np.array([[0, c.mw], [-E / C, 0]]))
        barrier = expm(c.b * np.array([[0, c.mb], [(c.V0 - E) / C, 0]]))
        period = barrier @ well
        assert abs(np.linalg.det(period) - 1) < 1e-9
        assert abs(np.trace(period) / 2 - F(E, c)) < 1e-9

# Limit at the barrier top, approached from both sides.
k_top = np.sqrt(cell.mw * cell.V0 / C)
F_top = (np.cos(k_top * cell.a) - cell.mb * k_top * cell.b / (2 * cell.mw)
         * np.sin(k_top * cell.a))
for step in (-1e-8, 1e-8):
    assert abs(F(cell.V0 + step, cell) - F_top) < 1e-5

# The variational state itself shows which derivative rule holds.
_, vectors, to_well, to_barrier = diagonalize(1.0, cell)
ends = np.sqrt((2*j + 1) / 2)
left = 2 / cell.a * np.concatenate([[-0.5, 0.5], ends]) \
    @ (to_well @ vectors[:, 0])
right = 2 / cell.b * np.concatenate([[-0.5, 0.5], ends * (-1.0)**j]) \
    @ (to_barrier @ vectors[:, 0])
slope_ratio = (right / left).real
assert abs(right / left - cell.mb / cell.mw) < 1e-6

# Matching psi' instead of psi'/m gives a wrong energy.
E_slope = energies(np.pi / 2, cell, match_slope=True)[0]
E_mid = energies(np.pi / 2, cell)[0]
assert abs(E_slope - diagonalize(np.pi / 2, cell)[0][0]) > 1e-3

# F is monotonic inside each miniband.
e = edges(cell)
assert np.all(np.diff(F(np.linspace(e[0], e[1], 300), cell)) < 0)
assert np.all(np.diff(F(np.linspace(e[2], e[3], 301), cell)) > 0)

# Mass at the miniband bottom against the curvature of computed levels.
h = 1e-6
F_prime = (F(e[0] + h, cell) - F(e[0] - h, cell)) / (2 * h)
mass = 2 * C * abs(F_prime) / d**2
small = 0.05
rise = diagonalize(small, cell)[0][0] - diagonalize(0.0, cell)[0][0]
assert abs(C * (small / d)**2 / rise / mass - 1) < 1e-3

# Thick-barrier law: width and centre from diagonalization.
errors = []
for b in (6.0, 10.0):
    c = cell._replace(b=b)
    low, high = diagonalize(0.0, c)[0][0], diagonalize(np.pi, c)[0][0]
    errors.append(abs(thick_barrier_width(c) / (high - low) - 1))
assert errors[1] < 1e-3 and errors[1] < errors[0]
E0 = isolated_level(cell)
assert abs((low + high) / 2 - E0) < 1e-5

# In-plane motion with thermal kinetic energy.
kT = sc.k * 300 / sc.e
k_par = np.sqrt(cell.mw * kT / C)
drop = C * k_par**2 * (1 / cell.mw - 1 / cell.mb)
lowered = cell._replace(V0=cell.V0 - drop)
for phase in (0.4, 2.5):
    total = diagonalize(phase, cell, k_par)[0][0]
    assert abs(total - kT - energies(phase, lowered)[0]) < 1e-8

# ---------- effects left out, for the example's numbers ----------
gaps = (1.42, 1.80)                              # rough band gaps, eV
e_np = edges(cell, gaps=gaps)
monolayer = 0.283                                # rough, nm
e_ml = edges(cell._replace(a=cell.a + monolayer))
lifetime = 0.1e-12                               # rough, s
broadening = sc.hbar / lifetime / sc.e
delta = e[1] - e[0]
minigap = e[2] - e[1]
doping = 1e16                                    # chosen, cm^-3
sheet = doping * 1e-21 * d                       # nm^-2
fermi = 2 * np.pi * C / cell.mw * sheet
permittivity = 12.9                              # rough, relative
hartree = (sc.e * sheet * 1e18 * d * 1e-9
           / (4 * permittivity * sc.epsilon_0))
L_valley = 0.29                                  # rough, eV


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Well width a", cell.a, "nm", 1)
show("Barrier width b", cell.b, "nm", 1)
show("Well mass", cell.mw, "m0")
show("Barrier mass", cell.mb, "m0")
show("Barrier height V0", cell.V0 * 1e3, "meV", 1)
show("hbar^2/(2 m0)", C, "eV nm^2", 6)
print(f"Largest energy mismatch, formula vs diagonalization: {worst:.1e} eV")
show("Slope ratio barrier/well at interface", slope_ratio, "", 5)
show("Mass ratio barrier/well", cell.mb / cell.mw, "", 5)
for name, value in zip(("Miniband 1 bottom", "Miniband 1 top",
                        "Miniband 2 bottom", "Miniband 2 top"), e):
    show(name, value * 1e3, "meV", 2)
show("Miniband 1 width", delta * 1e3, "meV", 2)
show("Minigap 1-2", minigap * 1e3, "meV", 2)
show("Miniband mass at bottom", mass, "m0", 4)
k, kappa = wave_numbers(E_mid, cell)
kappa = kappa.real
first, second = F_terms(E_mid, cell)
show("Energy at qd = pi/2", E_mid * 1e3, "meV", 2)
show("  k there", k, "1/nm", 4)
show("  kappa there", kappa, "1/nm", 4)
show("  xi there", kappa * cell.mw / (k * cell.mb), "", 4)
show("  cos*cosh term", first, "", 4)
show("  sin*sinh term", second, "", 4)
show("Energy at qd = pi/2 if psi' is matched", E_slope * 1e3, "meV", 2)
show("Width if psi' is matched", width(cell, match_slope=True)*1e3, "meV", 2)
show("Isolated-well level E0", E0 * 1e3, "meV", 2)
for b in (3.0, 6.0, 10.0):
    c = cell._replace(b=b)
    print(f"b = {b:.0f} nm: width {width(c)*1e3:.4f} meV, "
          f"thick-barrier formula {thick_barrier_width(c)*1e3:.4f} meV")
print(f"Rough gaps, well and barrier: {gaps[0]:.2f}, {gaps[1]:.2f} eV")
for name, shift in zip(("1 bottom", "1 top", "2 bottom", "2 top"), e_np - e):
    show("Nonparabolic shift, miniband " + name, shift * 1e3, "meV", 2)
show("Monolayer thickness (rough)", monolayer, "nm")
show("Miniband 1 centre shift, wells one monolayer wider",
     (e_ml[:2].mean() - e[:2].mean()) * 1e3, "meV", 2)
show("Lifetime (rough)", lifetime * 1e12, "ps", 2)
show("Lifetime broadening hbar/tau", broadening * 1e3, "meV", 2)
for change in (-0.02, 0.02):
    show(f"Width with V0 changed by {change*1e3:+.0f} meV",
         width(cell._replace(V0=cell.V0 + change)) * 1e3, "meV", 2)
show("Thermal energy kT at 300 K", kT * 1e3, "meV", 2)
show("Barrier drop at in-plane energy kT", drop * 1e3, "meV", 2)
show("Width at in-plane energy kT", width(lowered) * 1e3, "meV", 2)
print(f"Doping (chosen): {doping:.0e} cm^-3")
show("Fermi energy scale, 2D at T = 0", fermi * 1e3, "meV", 2)
show("Relative permittivity (rough)", permittivity, "", 1)
show("Space-charge potential scale", hartree * 1e3, "meV", 2)
show("Field with e F d = miniband width", delta / d * 1e4, "kV/cm", 1)
show("Field with e F d = minigap", minigap / d * 1e4, "kV/cm", 1)
show("L valley above well band edge (rough)", L_valley * 1e3, "meV", 0)
show("Miniband 2 top minus L valley", (e[3] - L_valley) * 1e3, "meV", 0)
print("all assertions hold")
```

Output:

```
Well width a: 6.0 nm
Barrier width b: 3.0 nm
Well mass: 0.067 m0
Barrier mass: 0.092 m0
Barrier height V0: 230.0 meV
hbar^2/(2 m0): 0.038100 eV nm^2
Largest energy mismatch, formula vs diagonalization: 7.4e-13 eV
Slope ratio barrier/well at interface: 1.37313
Mass ratio barrier/well: 1.37313
Miniband 1 bottom: 49.80 meV
Miniband 1 top: 70.21 meV
Miniband 2 bottom: 190.61 meV
Miniband 2 top: 284.84 meV
Miniband 1 width: 20.41 meV
Minigap 1-2: 120.40 meV
Miniband mass at bottom: 0.1192 m0
Energy at qd = pi/2: 58.60 meV
  k there: 0.3210 1/nm
  kappa there: 0.6433 1/nm
  xi there: 1.4594
  cos*cosh term: -1.2238
  sin*sinh term: 1.2238
Energy at qd = pi/2 if psi' is matched: 69.49 meV
Width if psi' is matched: 22.66 meV
Isolated-well level E0: 59.12 meV
b = 3 nm: width 20.4102 meV, thick-barrier formula 20.1549 meV
b = 6 nm: width 2.9360 meV, thick-barrier formula 2.9340 meV
b = 10 nm: width 0.2247 meV, thick-barrier formula 0.2247 meV
Rough gaps, well and barrier: 1.42, 1.80 eV
Nonparabolic shift, miniband 1 bottom: 0.24 meV
Nonparabolic shift, miniband 1 top: 1.36 meV
Nonparabolic shift, miniband 2 bottom: -10.19 meV
Nonparabolic shift, miniband 2 top: -26.02 meV
Monolayer thickness (rough): 0.283 nm
Miniband 1 centre shift, wells one monolayer wider: -3.40 meV
Lifetime (rough): 0.10 ps
Lifetime broadening hbar/tau: 6.58 meV
Width with V0 changed by -20 meV: 22.16 meV
Width with V0 changed by +20 meV: 18.82 meV
Thermal energy kT at 300 K: 25.85 meV
Barrier drop at in-plane energy kT: 7.02 meV
Width at in-plane energy kT: 21.01 meV
Doping (chosen): 1e+16 cm^-3
Fermi energy scale, 2D at T = 0: 0.32 meV
Relative permittivity (rough): 12.9
Space-charge potential scale: 0.28 meV
Field with e F d = miniband width: 22.7 kV/cm
Field with e F d = minigap: 133.8 kV/cm
L valley above well band edge (rough): 290 meV
Miniband 2 top minus L valley: -5 meV
all assertions hold
```
